\section*{Intrinsic Fermi level and the limits of Boltzmann statistics in InSb}

\section*{The problem}

A pure semiconductor in thermal equilibrium contains as many electrons in its conduction band as holes in its valence band. This condition fixes the Fermi level $E_F$, which in a pure crystal is called the intrinsic level $E_i$. The problem is to find where it lies, and whether Boltzmann occupations may be used to find it in a material with a narrow gap and very unequal masses, such as InSb at $300$ K.

The band edges are $E_c$ and $E_v$, and the gap is $E_g=E_c-E_v$. The product $kT$ of Boltzmann's constant and temperature is written as one symbol; wave vectors are called $q$. Energies are measured with the dimensionless quantities
\begin{equation}
\eta=\frac{E_F-E_c}{kT},\qquad \eta_v=\frac{E_v-E_F}{kT},\qquad g=\frac{E_g}{kT},\qquad \eta+\eta_v=-g .
\label{eq:def}
\end{equation}
A negative $\eta$ means that the Fermi level lies below the conduction edge, at a depth $-\eta$ in units of $kT$. Electrons are treated as independent particles in fixed bands.

\section*{(a) Carrier densities}

\textit{Both bands are parabolic, with density-of-states masses $m_e$ and $m_h$. Express the electron density $n$ and the hole density $p$ through $\eta$ and $\eta_v$, without approximating the Fermi function.}

\textbf{Solution.} In a periodic box of side $L$ each wave vector occupies a volume $(2\pi/L)^3$ and carries two spin states. The number of states per unit volume with wave vector shorter than $q$ is
\begin{equation}
N(q)=\frac{2}{L^3}\,\frac{4\pi q^3/3}{(2\pi/L)^3}=\frac{q^3}{3\pi^2}.
\label{eq:count}
\end{equation}
Let $E=\hbar^2q^2/2m_e$ be the energy above $E_c$. Then $q^3=(2m_eE/\hbar^2)^{3/2}$, and differentiation gives the density of states
\begin{equation}
D(E)=\frac{dN}{dE}=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}\sqrt{E}.
\end{equation}
The occupation of a state is $1/(1+e^{x-\eta})$ with $x=E/kT$. Since $\sqrt E\,dE=(kT)^{3/2}\sqrt x\,dx$,
\begin{equation}
n=\frac{1}{2\pi^2}\left(\frac{2m_ekT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\end{equation}
It is convenient to define
\begin{equation}
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad
N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
The prefactors agree, because $\frac{\sqrt\pi}{2}\cdot\frac{1}{2\pi^2}=\frac{1}{4\pi^{3/2}}$ and $2/(4\pi)^{3/2}=\frac{1}{4\pi^{3/2}}$. Hence $n=N_cF(\eta)$.

A hole is an empty valence state. At energy $E_v-xkT$ the probability of finding the state empty is
\begin{equation}
1-\frac{1}{1+e^{(E_v-xkT-E_F)/kT}}=\frac{1}{1+e^{x-\eta_v}} .
\end{equation}
This has the same form as the electron occupation, so
\begin{equation}
n=N_cF(\eta),\qquad p=N_vF(\eta_v),\qquad \frac{N_v}{N_c}=\left(\frac{m_h}{m_e}\right)^{3/2},
\label{eq:np}
\end{equation}
where $N_v$ is $N_c$ with $m_h$ in place of $m_e$.

\section*{(b) The level in the Boltzmann limit}

\textit{Assume that the Fermi level lies many $kT$ inside the gap, far from both edges. Find its distance from midgap.}

\textbf{Solution.} If $\eta\ll-1$, then $e^{x-\eta}\ge e^{-\eta}\gg1$ for every state in the band, and the $1$ in the denominator of $F$ may be dropped:
\begin{equation}
F(\eta)\simeq e^{\eta}\,\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}dx .
\end{equation}
With $x=u^2$ and an integration by parts,
\begin{equation}
\int_0^\infty\sqrt x\,e^{-x}dx=\int_0^\infty u\,(2u\,e^{-u^2})\,du
=\left[-u\,e^{-u^2}\right]_0^\infty+\int_0^\infty e^{-u^2}du=\frac{\sqrt\pi}{2}.
\label{eq:gauss}
\end{equation}
So $F(\eta)\simeq e^\eta$, and likewise $F(\eta_v)\simeq e^{\eta_v}=e^{-\eta-g}$. The condition $n=p$ becomes
\begin{equation}
N_ce^{\eta}=N_ve^{-\eta-g}
\quad\Longrightarrow\quad
2\eta=-g+\ln\frac{N_v}{N_c}=-g+\frac32\ln\frac{m_h}{m_e}.
\end{equation}
Call the solution $\eta_B$:
\begin{equation}
\eta_B=-\frac g2+\frac34\ln\frac{m_h}{m_e}.
\label{eq:etaB}
\end{equation}
Midgap lies at $E_c-E_g/2$. Since $E_i=E_c+kT\eta_B$,
\begin{equation}
\boxed{\,E_i-\frac{E_c+E_v}{2}=\frac34\,kT\ln\frac{m_h}{m_e}\,}
\label{eq:offset}
\end{equation}

Equal masses put the level at midgap, as does $T\to0$ at fixed masses. If $m_h>m_e$, the conduction band has fewer states per unit energy. At midgap holes would then outnumber electrons, and the level must rise to restore equality.

The assumption requires both $-\eta_B\gg1$ and $g+\eta_B\gg1$. Together these read
\begin{equation}
\frac g2-\frac34\left|\ln\frac{m_h}{m_e}\right|\gg1 .
\label{eq:cond}
\end{equation}
A gap much larger than $kT$ is therefore not sufficient when the masses are very unequal.

\section*{(c) InSb at room temperature}

\textit{Take the rough values $E_g=0.17$ eV, $m_e=0.014\,m_0$ and $m_h=0.43\,m_0$ for InSb at $300$ K, where $m_0$ is the free-electron mass. How far is the level of part (b) from the conduction edge?}

\textbf{Solution.} With $kT=0.02585$ eV, $g=0.17/0.02585=6.576$. The mass ratio is $0.43/0.014=30.71$, with logarithm $3.425$. The offset in units of $kT$ is
\begin{equation}
\tfrac34\times3.425=2.569 ,
\end{equation}
or $0.066$ eV. Half the gap is $6.576/2=3.288$ in the same units, so
\begin{equation}
\frac{E_c-E_i}{kT}=3.288-2.569=0.719,\qquad E_c-E_i\approx0.019\ \text{eV}.
\end{equation}
The valence edge is $5.86\,kT$ away.

The depth is a difference of two larger numbers and is sensitive to the inputs. If $E_g$ varies between $0.17$ and $0.18$ eV, $m_e$ between $0.013$ and $0.015\,m_0$, and $m_h$ between $0.40$ and $0.45\,m_0$, it runs from $0.63$ to $1.02\,kT$. The value $0.014\,m_0$ is close to the low-temperature edge mass. The mass shrinks with the gap (see part (f)) and may be as small as about $0.010\,m_0$ at $300$ K, which gives a depth of $0.47\,kT$ at $E_g=0.17$ eV and $m_h=0.43\,m_0$. The inputs thus support the statement ``within about $kT$'', but not a more definite value; the further digits quoted below serve only to compare models at the same inputs.

The derivation needed $e^{-\eta}\gg1$. Here $e^{-\eta_B}=e^{0.719}\approx2$, so the result contradicts its premise for electrons. For holes the premise holds well. The contradiction does not yet say where the level really is, since the formula that located it is now in doubt. That requires the size of the error and a new solution of $n=p$.

\section*{(d) The error in the electron density}

\textit{Keep the Fermi level at $\eta_B$. By how much do Boltzmann occupations overestimate the electron density?}

\textbf{Solution.} For a single state the ratio of the Boltzmann to the Fermi occupation is
\begin{equation}
\frac{e^{\eta-x}}{1/(1+e^{x-\eta})}=e^{\eta-x}+1 .
\label{eq:ratio}
\end{equation}
The relative excess $e^{\eta-x}$ is largest at the band edge. There the Boltzmann occupation is $0.487$ and the Fermi occupation $0.328$, an overestimate of $49\%$ relative to the latter.

The density averages this error over the band. For $\eta<0$ the quantity $e^{\eta-x}$ is below one throughout the band, and the Fermi function is a geometric series:
\begin{equation}
\frac{1}{1+e^{x-\eta}}=\frac{e^{\eta-x}}{1+e^{\eta-x}}=\sum_{j=1}^\infty(-1)^{j+1}e^{j(\eta-x)} .
\end{equation}
Substituting $y=jx$ in Eq.~(\ref{eq:gauss}) gives $\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-jx}dx=j^{-3/2}$. The integrated terms have an absolutely convergent sum, so term-by-term integration is allowed:
\begin{equation}
F(\eta)=e^\eta-\frac{e^{2\eta}}{2^{3/2}}+\frac{e^{3\eta}}{3^{3/2}}-\dots
\label{eq:series}
\end{equation}
The terms alternate in sign and decrease in size, so the sum lies between its first two partial sums. With $r(\eta)=F(\eta)/e^\eta$,
\begin{equation}
1-\frac{e^\eta}{2^{3/2}}<r(\eta)<1 .
\label{eq:bounds}
\end{equation}
At $\eta_B$ the lower bound is $1-0.487/2.828=0.828$. Numerical integration gives $F=0.420$ and $r=0.863$. The Boltzmann density is too large by $1/0.863-1\approx16\%$, relative to the Fermi-Dirac density at the same level. For holes the corresponding error is $0.1\%$.

Whether $16\%$ is tolerable depends on the purpose. In this parabolic model the overestimate is $12\%$ at a depth of $1\,kT$, $4.7\%$ at $2\,kT$ and $1.7\%$ at $3\,kT$. A tolerance of $5\%$ demands a depth of at least $1.93\,kT$, which the level in InSb does not have.

\section*{(e) The level with Fermi-Dirac occupations}

\textit{Solve $n=p$ again without the Boltzmann approximation. Does the level retreat from the conduction edge, so that the approximation is rescued?}

\textbf{Solution.} Insert $F=e^\eta r(\eta)$ for both carriers in Eq.~(\ref{eq:np}):
\begin{equation}
N_ce^\eta r(\eta)=N_ve^{-\eta-g}r(\eta_v).
\end{equation}
Taking logarithms and using Eq.~(\ref{eq:etaB}),
\begin{equation}
\eta=\eta_B+\frac12\ln\frac{r(\eta_v)}{r(\eta)},\qquad \eta_v=-\eta-g .
\label{eq:implicit}
\end{equation}
The direction of the shift follows from
\begin{equation}
r(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,e^{-x}}{1+e^{\eta-x}}\,dx ,
\label{eq:r}
\end{equation}
which decreases as $\eta$ grows. For $m_h>m_e$ the level $\eta_B$ is nearer to the conduction edge than to the valence edge, so $r(\eta_B)<r(-\eta_B-g)$. At $\eta_B$ the Boltzmann densities are equal; the Fermi-Dirac densities therefore satisfy $n<p$. Since $n-p$ increases with $\eta$, equality is reached at a higher level. Fermi-Dirac statistics move the level towards the edge, and the approximation is not rescued.

When $e^\eta\ll1$, Eq.~(\ref{eq:series}) gives $\ln r(\eta)\simeq-e^\eta/2^{3/2}$; for InSb, where $e^{\eta_B}\approx0.49$, this can serve only as an estimate. To leading order the right-hand side of Eq.~(\ref{eq:implicit}) may be evaluated at $\eta_B$:
\begin{equation}
\eta-\eta_B\simeq\frac{e^{\eta_B}-e^{-\eta_B-g}}{2^{5/2}} .
\label{eq:shift}
\end{equation}
For InSb this is $(0.487-0.003)/5.657\approx0.086$. The numerical solution of Eq.~(\ref{eq:implicit}) gives a shift of $0.079$ and a depth of $0.64\,kT$, or $0.017$ eV.

The level moves little because it responds to half the logarithm of the density error. The intrinsic density $n_i$, the common value of $n$ and $p$, falls from $2.02\times10^{16}$ to $1.87\times10^{16}$ cm$^{-3}$. The holes explain this change: they remain nearly Boltzmann-like, so raising the level by $0.079\,kT$ multiplies $p$ by $e^{-0.079}\approx0.92$. The Boltzmann value of $n_i$ is thus $8\%$ too high relative to the Fermi-Dirac value, about half the error found at fixed level.

\section*{(f) The conduction band is not parabolic}

\textit{In a narrow gap the coupling between the bands bends the dispersion at energies comparable with $E_g$. Represent it by the two-band matrix}
\begin{equation}
\begin{pmatrix}0&Pq\\ Pq&-E_g\end{pmatrix},
\end{equation}
\textit{with energies measured from $E_c$ and a real constant $P$. Does the level still lie about $kT$ from the edge?}

\textbf{Solution.} The eigenvalues satisfy $E(E+E_g)-P^2q^2=0$. Division by $E_g$ gives
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{P^2q^2}{E_g}.
\end{equation}
At small $q$ the upper branch is $E\simeq P^2q^2/E_g$. This must equal $\hbar^2q^2/2m_e$, so $P^2=\hbar^2E_g/2m_e$ and
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2q^2}{2m_e}.
\end{equation}
The count of Eq.~(\ref{eq:count}) still holds, now with $q^2=(2m_e/\hbar^2)E(1+E/E_g)$. Differentiating $q^3/3\pi^2$ with respect to $E$ gives
\begin{equation}
D(E)=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}
\sqrt{E\left(1+\frac{E}{E_g}\right)}\left(1+\frac{2E}{E_g}\right).
\end{equation}
With $\beta=kT/E_g=1/g$, the electron density is $n=N_c\widetilde F(\eta)$, where
\begin{equation}
\widetilde F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt{x(1+\beta x)}\,(1+2\beta x)}{1+e^{x-\eta}}\,dx .
\end{equation}
The integrand exceeds the parabolic one for all $x>0$. At the level of part (e) there would now be more electrons than holes, so the level must fall.

The size of this effect can be estimated for small $\beta$. To first order the additional factor in the integrand is $1+\frac52\beta x$. The average of $x$ with weight $\sqrt x\,e^{-x}$ is $\frac32$, by one integration by parts, so the Boltzmann density grows by the factor $1+\frac{15}{4}\beta$. With $\beta=1/6.576=0.152$ this is $1.57$, and the level drops by about $\frac12\ln1.57\approx0.23$ in units of $kT$.

The numerical solution of $N_c\widetilde F(\eta)=N_vF(-\eta-g)$, which keeps the full dispersion and the Fermi function, places the level $0.92\,kT$ below the edge, or $0.024$ eV. This is $0.28\,kT$ lower than in part (e). Over the input ranges of part (c) the depth runs from $0.82$ to $1.22\,kT$. The intrinsic density becomes $2.47\times10^{16}$ cm$^{-3}$, above the measured value of about $2\times10^{16}$ cm$^{-3}$. Both numbers depend on the edge mass: with $m_e=0.010\,m_0$ the same model gives a depth of $0.65\,kT$ and $n_i\approx1.9\times10^{16}$ cm$^{-3}$.

The level therefore remains about $kT$ from the edge. By Eq.~(\ref{eq:ratio}), the Boltzmann occupation at the edge is still too large by $e^{-0.92}\approx40\%$, and the Boltzmann electron density at this level, with the two-band density of states, by about $10\%$. The simple formula gave $0.72\,kT$, between the two Fermi-Dirac results, because its two errors have opposite signs and the second is the larger: Boltzmann occupations put the level too low, and the parabolic band puts it too high. Its fair estimate of the level is no evidence that its assumptions hold.

This model omits remote bands, the free-electron kinetic energy in the matrix, the details of spin-orbit coupling, and interactions between carriers. The holes are placed in one parabolic heavy band; the light-hole branch is left out.

\section*{(g) When Boltzmann occupations are safe}

\textit{For the same masses and temperature, what gap would put the level of part (b) $3\,kT$ below the conduction edge? What happens if the masses are equal, or if the crystal is cooled?}

\textbf{Solution.} Setting $\eta_B=-3$ in Eq.~(\ref{eq:etaB}) and solving for the gap,
\begin{equation}
E_g=2kT\left(3+\frac34\ln\frac{m_h}{m_e}\right)
=2\times0.02585\times5.569\approx0.288\ \text{eV}.
\end{equation}
At this gap the parabolic Fermi-Dirac solution has a depth of $2.99\,kT$, so the formula is now consistent with its premise, and the density error due to Boltzmann occupations at a depth of $3\,kT$ is $1.7\%$. The parabolic assumption is a separate matter: here $g=2\times5.569\approx11.1$ and $\beta\approx0.090$, so the first-order estimate of part (f) still raises the electron density by a factor $1+\frac{15}{4}\beta\approx1.34$ and lowers the level by about $\frac12\ln1.34\approx0.15$ in units of $kT$.

With equal masses and the original gap of $0.17$ eV, the level would sit at midgap, $3.29\,kT$ from either edge. Boltzmann statistics would then be accurate to better than $2\%$ for both carriers in the parabolic model. In Eq.~(\ref{eq:etaB}) the mass ratio uses up $2.57$ of the available $3.29\,kT$. Gap and mass are not independent, however: at fixed $P$ the relation $P^2=\hbar^2E_g/2m_e$ of part (f) makes $m_e$ proportional to $E_g$, so the narrow gap acts twice, through $g$ and through the small electron mass. If $m_e$ is scaled with the gap in this way, a depth of $3\,kT$ is reached at $0.27$ eV instead of $0.288$ eV.

Cooling at fixed gap and masses increases $g$ while the logarithm stays the same. A depth of $3\,kT$ is reached when $kT=0.17/(2\times5.569)\approx0.0153$ eV, near $177$ K. This is an estimate of the trend, since the gap and masses of a real crystal change with temperature: a gap of about $0.20$ eV, as InSb has near $200$ K, moves the value to about $210$ K at the same masses. Heating has the opposite effect: Eq.~(\ref{eq:etaB}) eventually carries the level into the conduction band, where the Boltzmann formula has lost its justification and $n=p$ must be solved with the Fermi function. The values for all three models are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
kT: 0.02585 eV
InSb gap, rough input: 0.17 eV
Electron mass, rough input: 0.014 m0
Hole mass, rough input: 0.43 m0
Gap over kT, g: 6.576
Mass ratio mh/me: 30.71
ln(mh/me): 3.4247
Nc: 4.157e+16 cm^-3
Nv: 7.076e+18 cm^-3
Half gap: 0.0850 eV
Offset from midgap, Boltzmann: 0.0664 eV
Offset from midgap, Boltzmann: 2.569 kT
Ec - E_i, Boltzmann: 0.0186 eV
Ec - E_i, Boltzmann: 0.719 kT
E_i - Ev, Boltzmann: 5.856 kT
Edge occupation, Boltzmann: 0.487
Edge occupation, Fermi-Dirac, same level: 0.328
F(eta) at Boltzmann level: 0.4202
r(eta) at Boltzmann level: 0.8627
Lower bound on r there: 0.8278
Electron density overestimate there: 15.9 %
Hole density overestimate there: 0.101 %
Density overestimate at depth 1 kT: 12.23 %
Density overestimate at depth 2 kT: 4.67 %
Density overestimate at depth 3 kT: 1.74 %
Depth for 5 % overestimate: 1.930 kT
Ec - E_F, Fermi-Dirac parabolic: 0.0166 eV
Ec - E_F, Fermi-Dirac parabolic: 0.641 kT
Upward shift from statistics: 0.0786 kT
Leading estimate of that shift: 0.0856 kT
Ec - E_F, Fermi-Dirac two-band: 0.0237 eV
Ec - E_F, Fermi-Dirac two-band: 0.918 kT
n_i, Boltzmann parabolic: 2.025e+16 cm^-3
n_i, Fermi-Dirac parabolic: 1.870e+16 cm^-3
n_i, Fermi-Dirac two-band: 2.466e+16 cm^-3
Depth range, Boltzmann parabolic: 0.63 to 1.02 kT
Depth range, Fermi-Dirac parabolic: 0.54 to 0.96 kT
Depth range, Fermi-Dirac two-band: 0.82 to 1.22 kT
Gap for Boltzmann depth 3 kT: 0.288 eV
Fermi-Dirac parabolic depth at that gap: 2.991 kT
\end{verbatim}
